# Avalanche Triggering Probabilities for Electrons and Holes and the Breakdown Threshold

## Definitions and conventions

A high-field semiconductor layer occupies $0<x<W$. The field drives electrons towards $+x$ and holes towards $-x$. An electron that travels a short distance $dx$ creates a new electron–hole pair with probability $\alpha(x)\,dx$; a hole does so with probability $\beta(x)\,dx$. The ionization coefficients $\alpha$ and $\beta$ are bounded, non-negative and have the unit of inverse length.

Let $P_e(x)$ be the probability that one electron placed at $x$ starts an avalanche that never dies out, and $P_h(x)$ the same for one hole. A pair created at $x$ succeeds if at least one of its two carriers does, so its triggering probability is

$$P=1-(1-P_e)(1-P_h)=P_e+P_h-P_eP_h. \qquad (1)$$

The model rests on three assumptions.

- Carriers act independently, which makes the product in (1) legitimate.
- The field is frozen: the avalanche neither screens it nor lowers the applied voltage.
- The ionization probability depends on the present position alone, and carriers leave only through the edges of the layer.

An endless avalanche idealizes one that grows large enough to be detected before the circuit quenches it. The constants $\hbar$, $m$ and $e$ do not appear in the probability equations, because the microscopic physics is contained in $\alpha$ and $\beta$.

## The simplest case: equal, constant coefficients

Take $\alpha=\beta$, independent of position. A pair born at $x$ sends its electron over the distance $W-x$ and its hole over the distance $x$. Together they cover $W$, wherever the pair was born. Ionizations occur independently at a constant rate per unit length, so the number $n$ of pairs created directly by these two carriers is Poisson distributed with mean $a=\alpha W$.

All pairs are therefore equivalent. The avalanche dies out if each of the $n$ avalanches started by the daughter pairs dies out:

$$1-P=\sum_{n=0}^{\infty}e^{-a}\frac{a^n}{n!}(1-P)^n=e^{-a}e^{a(1-P)}=e^{-aP}. \qquad (2)$$

The value $P=0$ always satisfies (2). To look for others, define $g(P)=1-e^{-aP}-P$. Then

$$g(0)=0,\quad g'(0)=a-1,\quad g''(P)=-a^2e^{-aP}<0,\quad g(1)=-e^{-a}<0.$$

If $a\le1$, the slope is negative for every $P>0$, and $g$ cannot return to zero. If $a>1$, $g$ first rises and must later cross zero, once because it is concave. A nonzero solution thus requires $\alpha W>1$: each pair must on average more than replace itself.

Just above threshold, expanding the exponential gives $P=aP-a^2P^2/2+\dots$. Dividing by $P$ yields $P\simeq2(a-1)/a^2$, so the probability starts continuously from zero with a finite slope. Farther above, at $a=1.5$, a numerical root search gives $P=0.583$. Even with half as many daughters again as are needed for replacement, about 42% of the pairs fail.

## The local balance for unequal coefficients

When $\alpha$ and $\beta$ differ, the birthplace matters and the two carriers need separate equations. Follow an electron from $x$ to $x+dx$. With probability $1-\alpha dx$ it does not ionize, and its chance of success becomes $P_e(x+dx)$. With probability $\alpha dx$ it ionizes, leaving two electrons and one hole. All three fail with probability $(1-P_e)^2(1-P_h)$. Hence, to first order in $dx$,

$$P_e(x)=(1-\alpha dx)P_e(x+dx)+\alpha dx\left[1-(1-P_e)^2(1-P_h)\right].$$

Insert $P_e(x+dx)=P_e+P_e'dx$, cancel $P_e$, and divide by $dx$:

$$-P_e'=\alpha\left[1-P_e-(1-P_e)^2(1-P_h)\right]
=\alpha(1-P_e)\left[1-(1-P_e)(1-P_h)\right].$$

The last bracket is $P$. A hole moves from $x$ to $x-dx$, and its ionization leaves two holes and one electron:

$$P_h(x)=(1-\beta dx)P_h(x-dx)+\beta dx\left[1-(1-P_e)(1-P_h)^2\right].$$

Now $P_h(x-dx)=P_h-P_h'dx$, so the derivative has the opposite sign. The coupled equations are

$$-\frac{dP_e}{dx}=\alpha(1-P_e)P,\qquad
\frac{dP_h}{dx}=\beta(1-P_h)P. \qquad (3)$$

An electron at $x=W$ and a hole at $x=0$ leave without ionizing, which supplies the boundary conditions

$$P_e(W)=0,\qquad P_h(0)=0. \qquad (4)$$

Thus $P_e$ cannot increase with $x$ and $P_h$ cannot decrease: a carrier with less of the layer ahead of it has no better chance.

**Limit: equal constants.** Use the failure probabilities $q_e=1-P_e$ and $q_h=1-P_h$. Equations (3) become

$$q_e'=\alpha q_eP,\qquad q_h'=-\beta q_hP,\qquad q_eq_h=1-P. \qquad (5)$$

For $\alpha=\beta$ the product $q_eq_h$ has zero derivative, so $P$ is constant. With (4), $q_e=e^{-\alpha P(W-x)}$ and $q_h=e^{-\alpha Px}$. Their product gives $1-P=e^{-\alpha WP}$, which is (2).

## The pair probability can be integrated

For general coefficients, differentiate $1-P=q_eq_h$ with the help of (5):

$$-P'=q_e'q_h+q_eq_h'=(\alpha-\beta)P(1-P). \qquad (6)$$

This equation contains $P$ alone. It becomes linear for the odds $u=P/(1-P)$, because $u'=P'/(1-P)^2=-(\alpha-\beta)u$. Define

$$\phi(x)=\int_0^x(\alpha-\beta)\,dx',\qquad p=P_e(0),\qquad u_0=\frac{p}{1-p}.$$

Since $P_h(0)=0$, the pair probability at $x=0$ is $p$, and therefore

$$\frac{P(x)}{1-P(x)}=u_0e^{-\phi(x)},\qquad
P(x)=\frac{p}{p+(1-p)e^{\phi(x)}}. \qquad (7)$$

At the other edge $P_e(W)=0$, so $P(W)=P_h(W)$. The two edge probabilities are then linked by

$$\frac{P_h(W)}{1-P_h(W)}=\frac{P_e(0)}{1-P_e(0)}\,e^{-\phi(W)}. \qquad (8)$$

If electrons ionize more strongly overall, $\phi(W)>0$, and an electron entering at $x=0$ has better odds than a hole entering at $x=W$.

If $p=0$, (7) gives $P=0$ everywhere. Equations (3) and (4) then give $P_e=P_h=0$. A nonzero solution must have $p>0$. It must also have $p<1$: integrating the first equation of (5) from $0$ to $W$ with $q_e(W)=1$ gives

$$1-p=\exp\left(-\int_0^W\alpha P\,dx\right)\ge\exp\left(-\int_0^W\alpha\,dx\right)>0. \qquad (9)$$

The right-hand exponential is the probability that the entering electron crosses without ionizing at all. Such an electron cannot trigger.

## The remaining boundary condition gives the threshold

Choose any trial value $0<p<1$ and take $P(x)$ from (7). Starting at $x=0$ with $q_e=1-p$ and $q_h=1$, (5) gives

$$q_h(x)=\exp\left(-\int_0^x\beta P\,dx'\right),\qquad
q_e(x)=(1-p)\exp\left(\int_0^x\alpha P\,dx'\right).$$

This satisfies everything except, in general, $q_e(W)=1$. To see what that condition demands, divide the electron equation by $q_e^2$ and use $1/q_e=q_h/(1-P)$:

$$\frac{q_e'}{q_e^2}=\frac{\alpha P}{q_e}
=\alpha q_h\frac{P}{1-P}=u_0\,\alpha e^{-\phi}q_h.$$

The left side is $-(1/q_e)'$. Integration over the layer gives

$$\frac1{1-p}-\frac1{q_e(W)}=u_0H(p),\qquad
H(p)=\int_0^W\alpha e^{-\phi}q_h\,dx.$$

Because $1/(1-p)=1+u_0$, this is

$$\frac1{q_e(W)}=1+u_0\,[1-H(p)]. \qquad (10)$$

With $u_0>0$, the missing condition $q_e(W)=1$ is equivalent to $H(p)=1$. When it holds, $q_e(x)=\exp(-\int_x^W\alpha P\,dx')$ lies between 0 and 1, as a probability must.

It remains to see when $H$ can equal one. From (7), $P(x)$ increases with $p$ at every $x$, so $q_h$, and with it $H$, cannot increase. The two end values are as follows.

- As $p\to0$, $P\to0$ and $q_h\to1$. Then $H$ tends to
$$I=\int_0^W\alpha(x)e^{-\phi(x)}\,dx. \qquad (11)$$
- As $p\to1$, $P\to1$ and $q_h\to\exp(-\int_0^x\beta\,dx')$. The $\beta$ parts of the exponents cancel, and $H$ tends to
$$\int_0^W\alpha\exp\left(-\int_0^x\alpha\,dx'\right)dx=1-\exp\left(-\int_0^W\alpha\,dx\right)<1.$$

Suppose first that holes can ionize somewhere upstream, at smaller $x$, of a region where electrons ionize. Then $H$ falls strictly and continuously from $I$ to a value below one. If $I>1$, it passes through one at a single $p$. If $I\le1$, it is below one for every $p>0$.

If there is no such upstream hole ionization, $q_h=1$ wherever $\alpha$ contributes. $H$ is then constant, equal to its second end value, and below one; $I$ is below one too. The two cases together give the result:

$$\text{a nonzero solution of (3) and (4) exists if and only if } I>1,$$

and it is unique. At $I=1$ itself the solution is still zero.

**Limit: one ionizing carrier.** For $\beta=0$, $I=1-\exp(-\int\alpha\,dx)<1$ for any finite $\alpha$. An electron can produce many pairs, but all the new electrons move to the right and leave. Without hole ionization nothing carries the multiplication back upstream.

**Limit: constant, unequal coefficients.** With $k=\beta/\alpha$ and $\phi=(1-k)\alpha x$,

$$I=\frac{1-e^{-(1-k)\alpha W}}{1-k}=1
\quad\Longrightarrow\quad \alpha W=\frac{\ln(1/k)}{1-k}.$$

For $k=0.2$ this is $1.6094/0.8=2.012$. As $k\to1$ it tends to 1, the threshold found from (2). As $k\to0$ it diverges, in agreement with the previous limit.

## Why $I=1$ is breakdown

Breakdown was so far a property of $I$. Its usual meaning is a diverging mean gain, which can be calculated separately. Let $j_n$ be the electron flux towards $+x$ and $j_p$ the hole flux towards $-x$, both counted positive. In a steady state each ionization adds one carrier to each flux:

$$j_n'=\alpha j_n+\beta j_p,\qquad -j_p'=\alpha j_n+\beta j_p.$$

The sum $j=j_n+j_p$ is constant. Inject electrons at $x=0$ and no holes at $x=W$. Then $j_n(W)=j$, and the gain $M_n$ is defined by $j_n(0)=j/M_n$. Replacing $j_p$ by $j-j_n$ gives

$$j_n'-(\alpha-\beta)j_n=\beta j,\qquad
\left(j_ne^{-\phi}\right)'=\beta je^{-\phi}.$$

Integrate from $0$ to $W$ and divide by $j$:

$$\frac1{M_n}=e^{-\phi(W)}-\int_0^W\beta e^{-\phi}dx.$$

Since $(e^{-\phi})'=-(\alpha-\beta)e^{-\phi}$, one has $e^{-\phi(W)}=1-\int_0^W(\alpha-\beta)e^{-\phi}dx$. The $\beta$ terms cancel, leaving

$$M_n=\frac1{1-I}. \qquad (12)$$

The gain diverges as $I$ approaches 1 from below. For $I>1$ this formula would be negative, which signals that no steady state with positive injection exists.

For holes injected at $x=W$, the mirror-image integral is $I_h=\int_0^W\beta e^{\phi(W)-\phi(x)}dx$. The expression for $1/M_n$ above equals $e^{-\phi(W)}(1-I_h)$, so

$$1-I=e^{-\phi(W)}(1-I_h). \qquad (13)$$

The two integrals usually differ, but they reach one together. Electron and hole injection have different gains unless $\phi(W)=0$, but always a common breakdown voltage.

## Which solution is realized above breakdown

Zero still solves (3) and (4) above breakdown. The equations express consistency between neighbouring points; the definition of an endless avalanche has to select the solution.

Let $S_n(x)$ be the probability that a pair born at $x$ has descendants in the $n$th generation, with $S_0=1$. Its electron creates daughter pairs at $y>x$ with density $\alpha(y)$, and its hole creates them at $y<x$ with density $\beta(y)$. The mean number of daughters that themselves have descendants $n$ generations later is

$$(KS_n)(x)=\int_x^W\alpha S_n\,dy+\int_0^x\beta S_n\,dy.$$

Their number is Poisson distributed, and the probability of having none is the exponential of minus the mean:

$$S_{n+1}=1-e^{-KS_n}. \qquad (14)$$

Since $S_1\le S_0$ and the right side grows with $S_n$, the sequence decreases to a limit. That limit is the probability of an endless avalanche, and it satisfies $S=1-e^{-KS}$. This is the integrated form of (5) with (4), because $1-P=q_eq_h=e^{-KP}$.

Any solution obeys $P\le1=S_0$. Applying (14) repeatedly preserves the inequality, so $P\le S_n$ for every $n$. The limit is therefore the largest solution: the nonzero one for $I>1$, and zero for $I\le1$.

## The onset above threshold

For small $p$, (7) gives $P\simeq pe^{-\phi}$, and hence $q_h\simeq1-p\int_0^x\beta e^{-\phi}dx'$. Inserting this in $H(p)=1$ yields $I-pB\simeq1$, or

$$P_e(0)\simeq\frac{I-1}{B},\qquad
B=\int_0^W\alpha e^{-\phi}\left[\int_0^x\beta e^{-\phi}dx'\right]dx. \qquad (15)$$

To leading order $B$ may be evaluated at breakdown. For equal constants, $I=a$ and $B=a^2/2$, which returns the earlier law $2(a-1)/a^2$.

## A layer with a tilted field

Take round model parameters: $W=1\ \mu\mathrm m$ and

$$\alpha=Ae^{-b_e/F},\quad \beta=Ae^{-b_h/F},\quad A=10^6\ \mathrm{cm^{-1}},$$

with $b_e=1.0\times10^6$ V/cm and $b_h=1.5\times10^6$ V/cm. The field magnitude $F$ falls linearly by $10^5$ V/cm from $x=0$ to $x=W$. A uniform density of ionized dopants in a fully depleted layer produces such a slope, which does not change with voltage. The mean field is $V/W$.

Evaluating (11) by the trapezoidal rule and searching for $I=1$ gives the breakdown voltage

$$V_{br}=25.61\ \mathrm V=0.0854\ \mathrm{statvolt}.$$

The mean field is then $2.561\times10^5$ V/cm. At $x=0$ it is higher by half the drop, $F=3.061\times10^5$ V/cm, and

$$\alpha=10^6e^{-10/3.061}=3.81\times10^4\ \mathrm{cm^{-1}},\quad
\beta=10^6e^{-15/3.061}=7.4\times10^3\ \mathrm{cm^{-1}}.$$

At $x=W$ the coefficients have dropped to $7.8\times10^3$ and $6.9\times10^2\ \mathrm{cm^{-1}}$.

At $0.9V_{br}$, $I=0.8206$ and $I_h=0.3888$. The mean gains are $1/0.1794=5.57$ for electrons entering at $x=0$ and $1/0.6112=1.64$ for holes entering at $x=W$. Both triggering probabilities are zero: a mean gain above one does not imply an endless avalanche.

Above breakdown, (3) was integrated from $x=0$ by an adaptive Runge–Kutta method, and $p$ was adjusted until $P_e(W)=0$:

| $V/V_{br}$ | $I$ | $P_e(0)$ | $P_h(W)$ |
|---|---|---|---|
| 1.02 | 1.031 | 0.289 | 0.057 |
| 1.05 | 1.073 | 0.565 | 0.138 |
| 1.10 | 1.136 | 0.801 | 0.262 |
| 1.20 | 1.235 | 0.954 | 0.476 |
| 1.30 | 1.311 | 0.989 | 0.648 |

The row at $1.10V_{br}$ shows how (8) works. Before rounding, $P_e(0)=0.8005$, with odds $0.8005/0.1995=4.013$. There $\phi(W)=2.425$, and $e^{-2.425}=0.0885$. The hole odds are $4.013\times0.0885=0.355$, so $P_h(W)=0.355/1.355=0.262$.

In the middle of the layer at the same voltage, $P_e=0.308$ and $P_h=0.221$. A pair created there triggers with probability $1-0.692\times0.779=0.461$. By (6), $P$ falls with $x$ wherever $\alpha>\beta$, as it is throughout this layer. A pair created by light absorbed near $x=0$ therefore has the highest triggering probability: its electron, the stronger ionizer, crosses the whole layer.

The electron probability rises steeply. At breakdown $B=0.0906$, against $1/2$ for equal constant coefficients. The weak hole ionization enters $B$ as a factor, and a small $B$ means a large slope with respect to $I$. It also slows the growth of $I$ itself. For constant coefficients at breakdown $e^{-(1-k)\alpha W}=k$, which gives $B=k/2$ and $dI/d(\alpha W)=k$, so the slope of $P_e(0)$ with respect to $\alpha W$ is 2 for every $k$. Per relative change of $\alpha$ the slope is $2\alpha W$, which is 4.0 at $k=0.2$ against 2 at $k=1$. The rise with voltage is therefore steeper than for equal coefficients, but by much less than the ratio of the $B$ values suggests. At $1.02V_{br}$ the linear law gives $0.0305/0.0906=0.337$, about 17% above the computed 0.289. At $1.001V_{br}$ it gives 0.0173 against 0.0172. The linear range is thus narrow, and not only in this layer: for equal constant coefficients, (2) reaches $P=0.289$ at $a=1.180$, where the linear law with $B=1/2$ gives 0.36, about 25% too high.

## Where the description stops

The equations require that the distance a carrier needs to gain the ionization energy be small compared with the mean distance between ionizations, $1/\alpha$ or $1/\beta$. Otherwise the ionization probability depends on the carrier's history, and (3) must be extended to follow the distance since the last ionization. Thin layers, which need large coefficients to break down, are affected most. The layer above is not free of the effect: at breakdown, gaining an assumed 1.5 eV at $x=0$ takes about $0.05\ \mu\mathrm m$, nearly a fifth of $1/\alpha=0.26\ \mu\mathrm m$. Its numbers therefore illustrate the local model and are not predictions for a real device. If the avalanche lowers the field while it is still small, the carriers are no longer independent and the products in (1) fail. A circuit that responds only to a finite number of carriers also replaces the sharp threshold by a gradual one: below breakdown, a finite avalanche can occasionally reach that number.

The probabilities here are conditional on a carrier being present in the layer. The detection efficiency also contains the probability that a photon is absorbed and delivers a carrier there. Thermally generated carriers obey the same $P_e$ and $P_h$, so a higher overvoltage raises their chance of triggering a dark count as well.
